When to rebuild a neighbour list: the two-largest-displacements test

In a molecular-dynamics simulation of a collision cascade, one decision recurs at every time step: may the stored list of neighbouring atoms be used once more, or must it be rebuilt? Rebuilding at every step wastes most of the time the list was meant to save. Rebuilding too late can leave out a pair of atoms that should interact, and in the worst case they pass through one another with no warning. The decision needs a test that is cheap and provably safe, even when one atom moves far faster than the rest.

**Two atoms on a line**

Let atoms interact when they are closer than a cutoff r_c = 0.50 nm. When the list is built, it takes in all pairs out to a larger radius

R = r_c + s,

where s = 0.10 nm is called the skin, so R = 0.60 nm. Pairs between 0.50 and 0.60 nm are stored although they exert no force yet.

Place two atoms a hair more than 0.60 nm apart. The pair is not listed. Now let each atom move 0.040 nm towards the other. Their distance becomes

0.60 − 0.040 − 0.040 = 0.52 nm,

which is still beyond the cutoff, so the missing entry does no harm. Let each move 0.060 nm instead:

0.60 − 0.060 − 0.060 = 0.48 nm.

The atoms should now interact, but the list does not know of them.

Three candidate tests can be tried on this second case. The largest single displacement is 0.060 nm, less than the skin, so a test that looks at it alone would keep the list. The root of the summed squares is √(0.060² + 0.060²) = 0.085 nm, also less than the skin, so that test would keep the list too. The plain sum is 0.120 nm, more than the skin, and calls for a rebuild. The sum is the right quantity because a gap can be closed from both ends, and the two contributions add as lengths.

With many atoms, one does not know which unlisted pair is closing. But no pair can close by more than the sum of the two largest displacements in the whole system. That remark is the whole test; what remains is to prove it with periodic boundaries and to see how much it gains.

**The general statement**

N atoms sit in a cubic periodic box of fixed edge L. For a difference vector x, define the periodic length

|x| = min over n of ‖x + nL‖,

where n runs over all vectors with integer components and ‖·‖ is the ordinary length. In a cubic box the squared length is a sum of separate terms, one for each component, so the minimum is found by bringing each component into the range from −L/2 to L/2. In a skewed box, even a slightly skewed one, rounding each component need not give the minimum.

The distance of atoms i and j at time t is r_ij(t) = |x_i(t) − x_j(t)|. The displacement since the list was built, at t = 0, is d_i = |x_i(t) − x_i(0)|. Let D₁ ≥ D₂ be the two largest of the d_i, belonging to two different atoms. The list holds every pair with r_ij(0) ≤ r_c + s.

We also require R < L/2. Two different images of one pair are separated by at least L. If both lay within R of the same atom, their separation would be at most 2R < L, a contradiction. Each pair therefore has at most one image in range, and one list entry is enough.

The claim is: if D₁ + D₂ < s at the positions where the forces are evaluated, every pair with r_ij(t) < r_c is in the list.

**Proof**

First, the periodic length obeys the triangle inequality. Let n and m be the integer vectors that give the minimum for x and for y. Then n + m is one of the candidates in the minimum for x + y, so

|x + y| ≤ ‖x + y + (n + m)L‖ ≤ ‖x + nL‖ + ‖y + mL‖ = |x| + |y|.

Next, write the initial separation of a pair as a sum of three vectors:

x_i(0) − x_j(0) = [x_i(0) − x_i(t)] + [x_i(t) − x_j(t)] + [x_j(t) − x_j(0)].

The terms at time t cancel, so this is an identity. Applying the triangle inequality twice gives

r_ij(0) ≤ d_i + r_ij(t) + d_j,

and therefore

r_ij(t) ≥ r_ij(0) − d_i − d_j.

Since i and j are different atoms, the larger of d_i and d_j is at most D₁ and the smaller is at most D₂. Hence d_i + d_j ≤ D₁ + D₂ and

r_ij(t) ≥ r_ij(0) − (D₁ + D₂).

Now take a pair that is not in the list. It had r_ij(0) > r_c + s, so

r_ij(t) > r_c + s − (D₁ + D₂) > r_c,

where the last step uses D₁ + D₂ < s. An unlisted pair is beyond the cutoff, which is the claim.

The proof uses no property of the motion between the two times: no speed limit, no smoothness and no equation of motion. It does not matter whether the stored coordinates have been wrapped back into the box, because wrapping changes x by a multiple of L and leaves |x| unchanged. An atom that has travelled a whole box length and returned to an equivalent place has d_i = 0, and rightly so, since its distances to atoms that stayed in place are what they were.

The result also covers many-body forces whose terms are assembled from neighbours within r_c, such as the local densities of an embedded-atom model. Every pair that enters such a term is closer than r_c and is therefore listed.

**The threshold cannot be raised**

Suppose D₁ + D₂ exceeds s by some amount δ, with δ < 2r_c. Start two atoms at the distance r_c + s + ε along a body diagonal of the box, where 0 < ε < δ and ε is small enough for the atoms to fit in the box. They are unlisted. Move them head-on by D₁ and D₂. Along the line joining them, their separation becomes

r_c + s + ε − (D₁ + D₂) = r_c + ε − δ,

which lies between −r_c and r_c. Their distance is below the cutoff, and the pair is missed. A test that knows only the displacement magnitudes cannot tell this arrangement from a harmless one. It must rebuild whenever the sum exceeds s by such an amount, however small.

At equality, D₁ + D₂ = s, the proof still gives r_ij(t) > r_c, because an unlisted pair started strictly outside R. Rebuilding at equality is thus a harmless convention.

Both sides of the threshold were tested on random periodic configurations, 100 for each side. In each one, the closest unlisted pair was driven head-on, with the two displacements shared unequally at random and all other atoms moved by no more than the smaller of the two. With the sum at 0.999 s, the bound is

0.50 + 0.10 − 0.0999 = 0.5001 nm.

The closest unlisted distance found was 0.50010 nm, and no pair was missed. With the sum at 1.02 s, a pair was missed in all 100 configurations, and the displacement test called for a rebuild in all 100.

**The algorithm**

The two largest displacements can be found in one pass over the atoms, without sorting. Squares are compared first, so that two square roots are enough:

q₁ = 0, q₂ = 0
for each atom i:
  u = x_i − x_i(reference), each component brought into −L/2 … L/2
  q = u·u
  if q > q₁: q₂ = q₁, then q₁ = q
  else if q > q₂: q₂ = q
rebuild if √q₁ + √q₂ ≥ s − η

The roots must be taken separately. Since (√q₁ + √q₂)² = q₁ + q₂ + 2√(q₁q₂), the root of q₁ + q₂ is smaller than the sum of the roots whenever both atoms have moved, and it would trigger too late. The small length η is a guard against rounding; it is chosen far above the rounding error of a coordinate and far below s.

The order of operations within a time step is part of the method:

1. Move the atoms to their new positions.
2. Apply the test at these positions.
3. If it asks for a rebuild, build the list from these positions and store them as the new reference.
4. Evaluate the forces.

With this order, it does no harm if the sum jumps far past s in one step, because the old list is discarded before it is used. The claim concerns the positions at which forces are evaluated. If the time step is so long that two atoms jump past each other between evaluations, the integration is at fault, and no list can repair it.

Testing only every k steps breaks the guarantee unless a margin is kept. Up to k − 1 further force evaluations then follow a test. If no atom exceeds the speed v_max, each displacement grows by at most (k − 1)v_max Δt, and the sum by at most twice that. The condition becomes

D₁ + D₂ + 2(k − 1)v_max Δt < s.

For k = 10, Δt = 0.2 fs and v_max = 0.0213 nm/fs, the speed of a 150 eV copper atom, the margin is 2 × 9 × 0.0213 × 0.2 = 0.077 nm. That is three quarters of a 0.10 nm skin. In a cascade, the test belongs in every step.

A box that changes size or shape also lies outside the proof, since distances then change without any atom being displaced relative to the box.

**What is gained over twice the largest displacement**

A simpler safe rule keeps the list while 2D₁ < s. It is safe because D₁ + D₂ ≤ 2D₁. The same inequality shows that, on a given trajectory and from the same build, the sum rule never asks for a rebuild earlier.

For two leading atoms in straight uniform motion with speeds v₁ ≥ v₂, the displacements are v₁t and v₂t, and the list lives for

t_sum = s/(v₁ + v₂),  t_twice = s/(2v₁).

Their ratio is

t_sum/t_twice = 2v₁/(v₁ + v₂) = 2/(1 + v₂/v₁).

If one atom is fast and the others nearly still, the ratio approaches 2. This is the start of a cascade. If the two fastest atoms are equally fast, the ratio is 1 and nothing is gained.

This comparison holds for one list life. It does not follow that the sum rule needs fewer rebuilds over a whole run, because after the first rebuild the two rules measure from different reference positions. An example with three atoms shows this. The third atom moves by 0.65 s and stays there. The other two then swing together between +0.4 s and −0.4 s about their starting places, visiting six end points in all. Each move from one stopping point to the next is taken in a single time step, so the test is applied only at the stopping points.

- Under the twice-largest rule, the first move gives 2 × 0.65 s = 1.3 s and a rebuild, with the two swinging atoms at their centres. After that, 2 × 0.4 s = 0.8 s never reaches s. There is 1 rebuild.
- Under the sum rule, the first move gives 0.65 s and no rebuild. At the first end point, the sum is 0.65 s + 0.4 s = 1.05 s, and the list is rebuilt with the swinging atoms at an extreme. Each later swing displaces both by 0.8 s, a sum of 1.6 s. There are 6 rebuilds.

Both rules remain safe here; the sum rule merely has an unlucky reference.

**A 150 eV recoil in copper**

The example is a copper crystal of 864 atoms in a periodic box of edge 2.169 nm, with lattice constant 0.3615 nm and all atoms initially at rest. One atom receives 150 eV along the direction (1, 3, 5). The motion is integrated by the velocity Verlet method for 750 steps of 0.2 fs, or 150 fs.

The atoms repel at short range through the universal screened Coulomb potential

V_C(r) = (Z²e²/r) φ(r/a), a = 0.8854 a_B/(2Z^0.23), Z = 29,

φ(x) = 0.18175 e^(−3.19980x) + 0.50986 e^(−0.94229x) + 0.28022 e^(−0.40290x) + 0.02817 e^(−0.20162x),

where e² is in Gaussian form and a_B is the Bohr radius. At larger distance they follow a Morse potential

V_M(r) = D[e^(−2α(r−r₀)) − 2e^(−α(r−r₀))],

with rough values D = 0.34 eV and α = 13.6 nm⁻¹. From it we subtract V_M(r_c) + (r − r_c)V_M′(r_c), so that energy and force both vanish at the cutoff. The length r₀ = 0.2683 nm follows from requiring zero static pressure at the chosen lattice constant. Between 0.12 and 0.20 nm, the two laws are mixed with weights f and 1 − f, where f = 1 − 10τ³ + 15τ⁴ − 6τ⁵ and τ rises from 0 to 1 across the interval.

The recoil starts with v = √(2E/m) = 0.02134 nm/fs. The single-fast-atom estimates for the first list life are

s/v = 0.10/0.02134 = 4.69 fs,  s/(2v) = 2.34 fs.

The simulation gives 4.8 fs and 2.4 fs. The test is applied at multiples of 0.2 fs, and these are the first such times after the estimates. The slowing of the recoil and the motion of its neighbours do not show at this resolution.

Over the whole run, the list was rebuilt 17 times. At each step, an independent search found all pairs within the cutoff, 13,738,591 in total over the 750 steps, and none was missing from the list. The same search applied to the initial list, never rebuilt, found 19,661 missing entries, a count in which a pair is counted again at every step at which it is missed. The check is therefore able to detect a stale list. The total energy at the end differed from its initial value by 0.0002 eV, to be compared with the 150 eV put in. This is the end value only; the deviation during the run was larger, reaching 0.024 eV during the first collisions, a value not listed in the output; halving the time step cuts it about fourfold.

On this same trajectory, the twice-largest rule needs 20 rebuilds against 17. The ratio is 1.18, far from the factor 2 of the first interval. In the uniform-motion formula, a ratio of 1.18 corresponds to v₂/v₁ = 2/1.18 − 1 ≈ 0.7. A plausible reading is that collisions soon give several atoms comparable speeds. The speeds of the leading atoms were not recorded, so this remains a conjecture.

**Choosing the skin**

The initial list holds 33,696 pairs, of which 18,144 interact. Per atom this is 2 × 33,696/864 = 78 listed neighbours against 42 interacting ones. A wider skin makes every step dearer but rebuilds rarer. On the fixed trajectory, the sum rule needs 36, 17, 11 and 7 rebuilds for skins of 0.05, 0.10, 0.15 and 0.20 nm, and the twice-largest rule 41, 20, 12 and 8. These counts do not change in a box of 2048 atoms; with a time step of 0.1 fs only the 41 changes, to 42.

From 0.05 to 0.15 nm, the count falls roughly as 1/s, as it would if a life were s/v. At 0.20 nm it is already lower than this rule suggests, so the rule should not be extended to wide skins. A simple cost model follows. For uniform density, the number of listed pairs grows as (r_c + s)³. Let a step cost A(r_c + s)³ for the pairs, and let a rebuild cost B, taken as independent of s. As for steady motion, one rebuild is assumed to occur every s/(vΔt) steps, where v is the typical sum of the two leading speeds. The mean cost per step is

C(s) = A(r_c + s)³ + BvΔt/s.

Setting the derivative to zero gives

3A(r_c + s)² = BvΔt/s².

Multiplying by s²/(3A) and taking the positive root,

s(r_c + s) = K, K = √(BvΔt/(3A)),

s = [−r_c + √(r_c² + 4K)]/2.

The first term of C rises ever more steeply with s and the second falls ever more gently, so this is a minimum. A and B must be timed on the machine in use. The speed and the time step enter only as vΔt, the distance moved per step. If the step is shortened as the atoms get faster so that vΔt stays fixed, the best skin in this model does not change.

**How far the example represents implantation**

Compared with implantation at keV energies, 150 eV stands for a slow ion or for a secondary recoil within a larger cascade. Speed grows as √E. At 15 keV, the first list life would be ten times shorter, about 0.47 fs, and both a shorter time step and a much larger box would be needed. The present box is small even for 150 eV: if the energy spread evenly over all vibrations, the temperature would rise by about 670 K, whereas a real crystal carries the heat away.

Energy loss to electrons is left out. A Lindhard–Scharff estimate, applied along the computed trajectory to atoms above 10 eV, gives 20 eV, or 13 % of the recoil energy. Even if all of it were removed at the start, s/v would lengthen only by the factor √(150/130) ≈ 1.07. Thermal motion at 300 K has an rms speed of 1.6 % of the initial recoil speed. A second atom moving at that speed would shorten the first life by about the same fraction; the fastest of the 864 atoms exceeds the rms speed and would shorten it more.

The closest approach, 0.126 nm, falls inside the interval where the two potentials are mixed, so the hardest collision depends on how they were joined. The many-body character of metallic bonding is absent, and its effect on the trajectory was not estimated. The truncated pair model binds the crystal by only about 1.6 eV per atom, less than half the cohesive energy of real copper (about 3.5 eV), so the run illustrates the list test and does not predict damage in copper. All these omissions change where the atoms go and when the list expires. None enters the proof, which needs only the positions at the last build and the positions now. The numerical output below gives the values in full.

Numbers as computed

```
cutoff 0.50 nm, skin 0.10 nm, list radius 0.60 nm
head-on trials per case: 100
sum = 0.999 skin: trials with a missed pair 0, flagged 0
  closest unlisted distance 0.50010 nm
sum = 1.02 skin: trials with a missed pair 100, flagged 100
  closest unlisted distance 0.49800 nm
two-atom case: each moved 0.060 nm, final distance 0.4800 nm
  root of summed squares 0.0849 nm, sum 0.120 nm
swinging atoms: rebuilds by sum rule 6, by twice-largest rule 1
copper: lattice constant 0.3615 nm, atoms 864, box edge 2.169 nm
Morse depth 0.34 eV, decay 13.6 1/nm, solved length 0.2683 nm
blend from 0.12 to 0.20 nm
recoil energy 150 eV, initial speed 0.02134 nm/fs
time step 0.2 fs, steps 750, duration 150 fs
initial listed pairs 33696, interacting pairs 18144
pair checks by tree 13738591, missed by maintained list 0
missed by never-rebuilt list 19661 (summed over steps)
rebuilds in run 17
largest final force difference 5.7e-14 eV/nm
final energy error 0.0002 eV
closest approach 0.1264 nm, largest recoil travel 0.405 nm
first life, sum rule: 4.8 fs; estimate 4.69 fs
first life, twice-largest: 2.4 fs; estimate 2.34 fs
skin 0.05 nm: rebuilds by sum 36, by twice-largest 41
skin 0.10 nm: rebuilds by sum 17, by twice-largest 20
skin 0.15 nm: rebuilds by sum 11, by twice-largest 12
skin 0.20 nm: rebuilds by sum 7, by twice-largest 8
neglected electronic loss, atoms above 10 eV: 20.2 eV
neglected thermal rms speed at 300 K: 0.000343 nm/fs
  ratio to initial recoil speed 0.0161
equipartition temperature rise of closed box 672 K
```
